# Interband Conductivity of a Three-Dimensional Massive Dirac Semiconductor

## Problem

Near one valley, the electrons of a narrow-gap semiconductor are described by

$$H(\mathbf k)=\hbar v\,\boldsymbol\alpha\cdot\mathbf k+\Delta\,\beta ,\qquad \Delta>0 .$$

Here $\mathbf k$ is measured from the valley centre and $v$ is a velocity. The four Hermitian $4\times4$ matrices $\alpha_x,\alpha_y,\alpha_z,\beta$ each square to one and anticommute with one another. The crystal is clean, the electrons do not interact, the temperature is zero and the chemical potential lies in the gap. The field is uniform in space (long-wavelength limit). SI units are used, and the electron charge is $-e$.

(a) Find the bands and the gap $E_g$.

(b) A weak field $E_0\cos\omega t$ points along $z$. Express the real part $\sigma_1(\omega)$ of the interband conductivity through the matrix elements of the velocity.

(c) Evaluate it. Show that, with $x=E_g/(\hbar\omega)<1$, the mass multiplies the massless result by $\sqrt{1-x^2}\,(1+x^2/2)$.

(d) Discuss the factor near the absorption edge and at high frequency. Does a mass ever raise $\sigma_1$ at fixed $\omega$ and $v$?

(e) How does the result change for partly filled bands, and for three unequal principal velocities?

(f) Take $E_g=0.17$ eV, $v=5.0\times10^5$ m/s, four equal valleys and refractive index 5.0, which are rough values in the regime of lead selenide at 77 K. Find the conductivity and the absorption coefficient at photon energy 0.25 eV, and size the main effects that the model omits.

## Solution

### (a) Bands

In $H^2$ the products of two different matrices cancel in pairs, because they anticommute. The squares remain:

$$H^2=\hbar^2v^2k^2+\Delta^2\equiv E^2 .$$

The eigenvalues are therefore $\pm E(k)$. As $H$ has zero trace, each occurs twice. The separation $2E$ is smallest at $k=0$, so $E_g=2\Delta$.

### (b) Absorbed power

The field follows from a vector potential through $\mathcal E=-\partial A/\partial t$, so $A=-(E_0/\omega)\sin\omega t$. For charge $-e$ the wave vector is replaced by $\mathbf k+e\mathbf A/\hbar$. Since $H$ is linear in $\mathbf k$, the coupling is

$$H'(t)=e\,v\alpha_z A(t)=-\frac{eE_0}{\omega}\,v\alpha_z\sin\omega t ,$$

with no term in $A^2$. The operator $v\alpha_z=\hbar^{-1}\partial H/\partial k_z$ is the velocity.

The sine contains $e^{-i\omega t}$ with a coefficient of magnitude $1/2$. The amplitude that lifts an electron from a lower state $v$ to an upper state $c$ thus has magnitude $(eE_0/2\omega)\,|\langle c|v\alpha_z|v\rangle|$. (As a state label, $v$ means valence; as a factor, it is the velocity.) A uniform field conserves $\mathbf k$. The golden rule gives the rate

$$\frac{2\pi}{\hbar}\,\frac{e^2E_0^2}{4\omega^2}\,|\langle c|v\alpha_z|v\rangle|^2\,\delta(2E-\hbar\omega).$$

Each transition absorbs $\hbar\omega$. Summing over states per unit volume gives the mean absorbed power density

$$P=\frac{\pi e^2E_0^2}{2\omega}\int\!\frac{d^3k}{(2\pi)^3}\sum_{c,v}|\langle c|v\alpha_z|v\rangle|^2\,\delta(2E-\hbar\omega).$$

The current in phase with the field has amplitude $\sigma_1E_0$, so also $P=\sigma_1E_0^2/2$. Hence

$$\sigma_1(\omega)=\frac{\pi e^2v^2}{\omega}\int\!\frac{d^3k}{(2\pi)^3}\,S(\mathbf k)\,\delta(2E-\hbar\omega),\qquad S=\sum_{c,v}|\langle c|\alpha_z|v\rangle|^2 .\tag{1}$$

### (c) Evaluation

**Matrix elements.** Let $h=H/E$, so that $h^2=1$, and let $n_z=\hbar vk_z/E$. The projectors on the upper and lower pairs are $P_\pm=(1\pm h)/2$. The sum over both pairs is a trace, so it does not depend on how states are chosen within a degenerate pair:

$$S=\mathrm{Tr}\,(P_+\alpha_zP_-\alpha_z)=\tfrac14\mathrm{Tr}\,[(1+h)(1-\alpha_zh\alpha_z)] .$$

Only the $\alpha_z$ part of $h$ fails to anticommute with $\alpha_z$, so $\alpha_zh+h\alpha_z=2n_z$. Multiplying from the right by $\alpha_z$ gives $\alpha_zh\alpha_z=-h+2n_z\alpha_z$, and therefore

$$S=\tfrac14\mathrm{Tr}\,[(1+h)^2]-\tfrac12n_z\,\mathrm{Tr}\,[(1+h)\alpha_z].$$

In the first trace, $(1+h)^2=2+2h$ and $\mathrm{Tr}\,h=0$, which gives 8. In the second, $\mathrm{Tr}\,\alpha_z=0$ and $\mathrm{Tr}\,(h\alpha_z)=4n_z$, because products of different matrices have zero trace. Thus

$$S=2-2n_z^2=2(1-n_z^2).$$

**Angular average.** Energies depend on $k$ alone, so $n_z^2$ may be averaged over directions:

$$\langle n_z^2\rangle=\frac{\hbar^2v^2k^2}{3E^2}=\frac13\left(1-\frac{\Delta^2}{E^2}\right).$$

The delta function sets $E=\hbar\omega/2$, so $\Delta/E=2\Delta/(\hbar\omega)=x$. Then

$$\langle S\rangle=2\left(1-\frac{1-x^2}{3}\right)=\frac43+\frac{2x^2}{3}=\frac43\left(1+\frac{x^2}{2}\right).$$

**Number of transitions.** The joint density of states, counted once per $\mathbf k$, is

$$J=\int\!\frac{d^3k}{(2\pi)^3}\,\delta(2E-\hbar\omega)=\frac{k^2}{2\pi^2}\,\frac{1}{2\,dE/dk}.$$

From $E^2=\hbar^2v^2k^2+\Delta^2$ we have $dE/dk=\hbar^2v^2k/E$, so $J=kE/(4\pi^2\hbar^2v^2)$. On the shell $k=E\sqrt{1-x^2}/(\hbar v)$. Inserting this and $E=\hbar\omega/2$,

$$J=\frac{E^2\sqrt{1-x^2}}{4\pi^2\hbar^3v^3}=\frac{\omega^2\sqrt{1-x^2}}{16\pi^2\hbar v^3}.$$

**Product.** Equation (1) now reads $\sigma_1=(\pi e^2v^2/\omega)\,\langle S\rangle\,J$, that is

$$\sigma_1=\frac{\pi e^2v^2}{\omega}\cdot\frac43\left(1+\frac{x^2}{2}\right)\cdot\frac{\omega^2\sqrt{1-x^2}}{16\pi^2\hbar v^3},$$

$$\boxed{\;\sigma_1(\omega)=\frac{e^2\omega}{12\pi\hbar v}\,F(x),\qquad F(x)=\sqrt{1-x^2}\left(1+\frac{x^2}{2}\right)\;}\tag{2}$$

for $\hbar\omega>E_g$. Below the gap the delta function has no solution and $\sigma_1=0$. For $\Delta=0$ we have $x=0$ and $F=1$, so the prefactor is the massless result for this four-component valley. A single two-component Weyl node has half of it, since the massless $H$ splits into two such nodes of equal absorption.

The factor applies to the real part only. Below the gap virtual transitions still polarize the medium, so the imaginary part does not vanish with $\sigma_1$.

**Numerical tests.** The time-dependent Dirac equation was solved for weak pulses with $A(t)\propto e^{-t^2/2\tau^2}\cos\Omega t$, where $\tau=4\hbar/\Delta$ and the peak of $evA$ is $0.002\,\Delta$. The absorbed energy was compared with the integral of (2) over the pulse spectrum. The ratio is 0.99997 for both $\hbar\Omega=1.3E_g$ and $\hbar\Omega=2.0E_g$. This tests the absolute prefactor as well as the dependence on $x$.

### (d) Limits

The two parts of $F$ act against each other. The square root is lost phase space: at given photon energy, a gap leaves a smaller shell of resonant $\mathbf k$. The bracket is a stronger matrix element. In the massless case $S=2(1-n_z^2)$ vanishes for $\mathbf k$ along the field and averages to $4/3$. At the band edge $n_z=0$, and all directions have the full value 2. The ratio $2/(4/3)=3/2$ is the bracket at $x=1$.

**Near the edge.** Put $\hbar\omega=E_g(1+\delta)$ with $\delta\ll1$. Then $x^2\approx1-2\delta$, and

$$F\approx\tfrac32\sqrt{2\delta}.$$

This is the square-root edge of parabolic bands with an allowed transition.

**High frequency.** For small $x$, $\sqrt{1-x^2}=1-x^2/2-x^4/8-\dots$, so

$$F=1+\left(\frac{x^2}{2}-\frac{x^2}{2}\right)-\left(\frac18+\frac14\right)x^4+\dots=1-\frac38x^4+\dots$$

The terms in $x^2$ cancel, so the massless line is approached quickly. At $x=0.34$, a photon energy of about three gaps, $F=0.995$.

**Sign of the effect.** With $y=x^2$, $F^2=(1-y)(1+y/2)^2$ and

$$\frac{dF^2}{dy}=\left(1+\frac y2\right)\left[-\left(1+\frac y2\right)+(1-y)\right]=-\frac{3y}{2}\left(1+\frac y2\right)<0 .$$

So $F$ falls steadily from 1 to 0 as $x$ rises from 0 to 1. In this model a mass lowers $\sigma_1$ at every frequency, for fixed $\omega$ and $v$.

### (e) Filled bands and unequal velocities

**Occupation.** Let $f(\epsilon)$ be the Fermi function, with energies measured from midgap. Absorption needs a full lower and an empty upper state; stimulated emission needs the reverse. The net weight is

$$f_v(1-f_c)-f_c(1-f_v)=f_v-f_c .$$

All resonant states have energies $\mp\hbar\omega/2$, so (2) is multiplied by $f(-\hbar\omega/2)-f(\hbar\omega/2)$. At zero temperature, a chemical potential $\mu$ inside a band blocks absorption for $\hbar\omega<2|\mu|$.

**Anisotropy.** Let $H=\sum_i\hbar v_i\alpha_ik_i+\Delta\beta$ and use $p_i=\hbar v_ik_i$ as variables. The energy is then isotropic in $\mathbf p$, the volume element is $d^3k=d^3p/(\hbar^3v_1v_2v_3)$, and the velocity operator is $v_i\alpha_i$. The calculation above goes through with $v^2/v^3$ replaced by $v_i^2/(v_1v_2v_3)$:

$$\sigma_{1,ii}=\frac{e^2\omega}{12\pi\hbar}\,\frac{v_i^2}{v_1v_2v_3}\,F(x).$$

Anisotropy of this kind changes the prefactor and leaves $F$ untouched.

### (f) Numbers

The ratio is $x=0.17/0.25=0.680$. The two factors are $\sqrt{1-x^2}=0.7332$ and $1+x^2/2=1.2312$, so $F=0.7332\times1.2312=0.903$. The massless prefactor is 49.05 S/cm per valley, or 196.2 S/cm for four. Hence

$$\sigma_1=196.2\times0.903=177\ \text{S/cm}.$$

Although the photon energy is only about 1.5 gaps, the mass removes just 10% of the massless value: phase space falls by 27%, and the matrix element restores most of it. Nearer the edge this fails. At 0.18 eV, $F=0.475$.

For the absorption coefficient, the wave carries intensity $n\varepsilon_0cE_0^2/2$ and loses $\sigma_1E_0^2/2$ per unit volume. The ratio is

$$a=\frac{\sigma_1}{n\varepsilon_0c}=\frac{1.77\times10^4\ \text{S/m}}{5.0\,\varepsilon_0c}\approx1.3\times10^4\ \text{cm}^{-1},$$

an absorption length of about 750 nm, at a vacuum wavelength of 4959 nm.

**Omitted effects.** Each is sized alone, at 0.25 eV, as a multiplier of $\sigma_1$.

*Occupation.* At 77 K, $k_BT=6.64$ meV, and an undoped sample loses a fraction of about $10^{-8}$. For $10^{17}$ electrons per cm³ the multiplier is 0.999. For $10^{18}$ cm⁻³, $\mu=0.104$ eV and the multiplier is 0.96. At that density the damage lies at lower photon energy: at 0.20 eV the upper state, 0.100 eV above midgap, is more than half full.

*Anisotropic mass.* Expanding $E$ at small $k$ gives the band-edge mass $m^*=\Delta/v^2$, here 0.060 electron masses. Take a longitudinal-to-transverse mass ratio $K=1.8$ (rough), and hold the geometric mean velocity $v$ fixed. Then $v_t^2/v^2=K^{1/3}$ and $v_l^2/v^2=K^{-2/3}$. Four valleys along the cube diagonals average to $(2K^{1/3}+K^{-2/3})/3=1.036$.

*Remote bands.* Other bands add curvature, modelled here by $\Delta\to\Delta+bk^2$ with $b=\hbar^2/(2m_r)$ and $m_r=0.3$ electron masses (rough), at fixed gap and $v$. The multiplier is 0.72, a large change. It depends strongly on the rough input: 0.54 for $m_r=0.15$ and 0.82 for $m_r=0.5$ electron masses. The sign of $b$ is also an assumption; a negative $b$ would raise $\sigma_1$. The effect is simplest near the edge, where

$$E^2\approx\Delta^2+\hbar^2v^2k^2\left(1+\frac{m^*}{m_r}\right),\qquad \frac{m^*}{m_r}=\frac{0.060}{0.3}=0.20 .$$

Steeper bands shrink the phase space by $1.20^{-3/2}=0.76$, while the edge matrix element is unchanged. Near the edge, at fixed $v$, the reduction is therefore lost phase space. This reading depends on what is held fixed. If the band-edge mass is kept at 0.060 instead, $v^2$ must fall by the factor $1-0.20=0.80$; the edge phase space is then unchanged, and the matrix element carries the reduction. At 0.25 eV the two factors were not computed separately.

*Electron–hole attraction.* For parabolic bands, attraction raises the probability of finding the pair at one point by

$$C=\frac{2\pi\eta}{1-e^{-2\pi\eta}},\qquad \eta=\frac{e^2}{4\pi\varepsilon_0\varepsilon\hbar v_{\rm rel}} .$$

Each particle moves at $\hbar^{-1}dE/dk=v\sqrt{1-x^2}$, so $v_{\rm rel}=2v\sqrt{1-x^2}=7.3\times10^5$ m/s. With purely electronic screening, $\varepsilon=n^2=25$, this gives $C=1.42$. With a static permittivity of 200 (rough), $C=1.05$. The lattice follows the pair partly, and the bands are not parabolic at this energy, so these are estimates and not bounds. The formula for $C$ holds near the edge and overstates the effect at $x=0.68$. To first order in the attraction, the Dirac model with its spinor overlaps gives about one third of the parabolic value $\pi\eta$ there, relative to bands that already include the exchange shift: an increase of about 13% for $\varepsilon=25$ and 2% for $\varepsilon=200$. Close to the edge $\eta$ grows as $1/\sqrt{1-x^2}$, and the product $CF$ tends to a constant: in this estimate attraction turns the square-root onset into a step. For a permittivity of 200 the step is only about 0.10 of the massless value, a height that the plain square root reaches within about 0.4 meV of the edge, so modest broadening would hide it in a real sample.

**The real material.** Lead selenide has its direct gap at four equivalent valleys, with conduction and valence bands that nearly mirror each other, which is one reason the Dirac form suits it. Of the omitted effects sized above for an undoped sample, the largest is remote bands (down 28% for the curvature assumed, at fixed $v$, and more for a lighter $m_r$). Attraction adds roughly 2 to 13% at first order in the Dirac model; the parabolic formula, which overstates it at this energy, gives 5 to 42%. They act in opposite directions, but their joint effect was not computed, so the absolute conductivity is uncertain by some tens of percent. Temperature also matters through the gap, which widens on warming to nearly 0.3 eV (rough) at room temperature. The model would then give no absorption at 0.25 eV.

The numerical output below includes further photon energies.

## Calculated quantities

```
TESTS (dimensionless)
largest relative error, k-grid averages: 4.6e-09
largest relative shift, 36^3 to 48^3 mesh: 4.9e-08
pulse energy / formula, carrier = 1.3 gap: 0.99997
pulse energy / formula, carrier = 2.0 gap: 0.99997
EXAMPLE INPUTS (rough, lead selenide regime)
gap: 0.17 eV; photon energy: 0.25 eV
velocity: 5.0e+05 m/s; valleys: 4
refractive index: 5.0; temperature: 77 K
EXAMPLE RESULTS
wavelength: 4959 nm
band-edge mass: 0.0598 electron masses
hbar*v: 0.3291 eV nm; shell wave vector: 0.2785 1/nm
x = gap/photon energy: 0.6800
phase-space factor sqrt(1-x^2): 0.7332
matrix-element factor 1+x^2/2: 1.2312
mass factor F: 0.9027
massless conductivity, one valley: 49.05 S/cm
massless conductivity, all valleys: 196.2 S/cm
massive conductivity, all valleys: 177.1 S/cm
same, numerical energy shell: 177.1 S/cm
absorption coefficient: 1.334e+04 1/cm
absorption length: 749 nm
TABLE: photon energy (eV), x, F, 1-3x^4/8, sigma (S/cm)
0.18  0.9444  0.4753  0.7016  67.1
0.20  0.8500  0.7171  0.8042  112.5
0.25  0.6800  0.9027  0.9198  177.1
0.35  0.4857  0.9772  0.9791  268.4
0.50  0.3400  0.9948  0.9950  390.3
NEGLECTED EFFECTS (multipliers of sigma at the example energy)
thermal energy kT: 6.64 meV
undoped: 1 - occupation factor = 1.3e-08
density 1e+17 1/cm3: mu = 0.0808 eV, factor 0.9987
density 1e+18 1/cm3: mu = 0.1037 eV, factor 0.9611
mass anisotropy 1.8 (rough): 1.0362
remote-band mass 0.3 m_e (rough): 0.7209
pair relative velocity: 7.332e+05 m/s
attraction, permittivity 25: 1.421
attraction, permittivity 200 (rough): 1.048
```
